# Inversion-layer centroid and equivalent oxide thickness with a bias-dependent centroid: verification in Python

```python
"""Inversion-layer centroid contribution to equivalent oxide thickness (EOT).

Result under test (Gaussian units, C per area):
  eps_ref/(4 pi C) = T + (eps_ref/eps_s)
                     * [s*(z_I + N dz_I/dN) + (1-s)*w],
  s = dN/d(N+N_d).
N: inversion sheet density; z_I: its centroid from the interface;
N_d = N_A*w: depletion sheet density; w: depletion width;
T: EOT of the insulating stack; eps_s: semiconductor permittivity;
eps_ref: reference permittivity defining EOT.
The test system is a self-consistent Schroedinger-Poisson (Hartree) layer.
Internal units: nm and eV; potentials times e are in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# Gaussian e^2 in eV nm, and hbar^2/(2 m_e) in eV nm^2
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
hbar2_2me = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18

mass = 0.3
eps_s = 12.0
eps_ref = 3.9
acceptors = 1.0e-3          # nm^-3
bulk_gap = 1.0              # bulk conduction edge minus Fermi level, eV
temperature = 300.0
layers = [(0.5, 3.9), (2.0, 20.0)]   # thickness in nm, permittivity
T_stack = eps_ref * sum(t / eps for t, eps in layers)

kT = sc.k * temperature / sc.e
dos = mass / (2 * np.pi * hbar2_2me)  # m/(pi hbar^2), spin included
a_s = 4 * np.pi * e2 / eps_s
a_ref = 4 * np.pi * e2 / eps_ref
ratio = eps_ref / eps_s

length = 20.0
z = np.linspace(0.0, length, 401)
h = z[1] - z[0]
hop = hbar2_2me / mass / h**2


def solve_layer(N, N_A, n_sub):
    """Self-consistent layer at fixed N; U = 0 at the interface."""
    w = 38.0
    U = a_s * N * 2 * (1 - np.exp(-z / 2)) + a_s * N_A * (w * z - z**2 / 2)
    off = -hop * np.ones(len(z) - 3)
    for _ in range(600):
        E, psi = eigh_tridiagonal(2 * hop + U[1:-1], off, select='i',
                                  select_range=(0, n_sub - 1))

        def occupation(mu):
            return dos * kT * np.logaddexp(0.0, (mu - E) / kT)

        mu = brentq(lambda x: occupation(x).sum() - N,
                    E[0] - 1.0, E[0] + N / dos + 0.01, xtol=1e-14)
        occ = occupation(mu)
        n = np.zeros_like(z)
        n[1:-1] = (psi**2 / h) @ occ
        beyond = N - cumulative_trapezoid(n, dx=h, initial=0)
        U_new = a_s * cumulative_trapezoid(beyond, dx=h, initial=0)
        if N_A > 0:
            # equilibrium with the bulk fixes the depletion width
            w = np.sqrt(2 * (mu + bulk_gap - U_new[-1]) / (a_s * N_A))
            assert w > length
            U_new = U_new + a_s * N_A * (w * z - z**2 / 2)
        change = np.max(np.abs(U_new - U))
        if change < 1e-9:
            break
        U = U + 0.3 * (U_new - U)
    assert change < 1e-9, "self-consistency not reached"
    if n_sub > 1:
        assert occ[-1] / N < 1e-4, "too few subbands"
    centroid = np.sum(z * n) * h / N
    N_d = N_A * w
    V = mu + bulk_gap + a_ref * T_stack * (N + N_d)
    return dict(N=N, n=n, z=centroid, w=w, Nd=N_d, mu=mu, E0=E[0], V=V)


def bending_from_poisson(state):
    """Integrate Poisson's equation from the depletion edge to z = 0."""
    spline = CubicSpline(z, state['n'])
    w = state['w']
    outer = solve_ivp(lambda x, y: [y[1], -a_s * acceptors],
                      (w, length), [0.0, 0.0], rtol=1e-10, atol=1e-12)
    inner = solve_ivp(
        lambda x, y: [y[1], -a_s * (acceptors + float(spline(x)))],
        (length, 0.0), outer.y[:, -1], rtol=1e-9, atol=1e-11, max_step=0.2)
    return -inner.y[0, -1]


print(f"Mass: {mass:.1f} m_e; eps_s: {eps_s:.1f}; eps_ref: {eps_ref:.1f}")
print(f"Acceptor density: {acceptors * 1e21:.1e} cm^-3")
print(f"Bulk band edge minus Fermi level: {bulk_gap:.2f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
for t, eps in layers:
    print(f"Insulator: {t:.2f} nm, permittivity {eps:.1f}")
print(f"EOT of insulating stack: {T_stack:.4f} nm")
print(f"e^2: {e2:.5f} eV nm; 4 pi e^2/eps_s: {a_s:.5f} eV nm")
print(f"Density of states per subband: {dos:.4f} eV^-1 nm^-2")

centroids = []
for N in (0.02, 0.05, 0.10):
    low, mid, high = [solve_layer(N * f, acceptors, 5)
                      for f in (0.98, 1.0, 1.02)]
    d = {key: high[key] - low[key] for key in
         ('N', 'Nd', 'z', 'V', 'mu', 'E0')}
    d_total = d['N'] + d['Nd']
    s = d['N'] / d_total
    zI, w = mid['z'], mid['w']
    centroids.append(zI)
    motion = N * d['z'] / d['N']

    # first-moment formula against direct integration of Poisson's equation
    drop_inv = a_s * N * zI
    drop_dep = a_s * mid['Nd'] * w / 2
    psi_direct = bending_from_poisson(mid)
    assert abs(drop_inv + drop_dep - psi_direct) < 2e-5
    assert abs(psi_direct - mid['mu'] - bulk_gap) < 2e-5

    # thickness from finite charge and voltage changes against the formula
    cet = d['V'] / d_total / a_ref
    part_inv = ratio * s * (zI + motion)
    part_dep = ratio * (1 - s) * w
    assert abs(cet - (T_stack + part_inv + part_dep)) < 1e-3

    # same semiconductor thickness from subband shift plus filling
    shift = d['E0'] / d_total / a_ref
    filling = (d['mu'] - d['E0']) / d_total / a_ref
    assert abs(shift + filling - part_inv - part_dep) < 1e-3

    # bias form: channel response predicted from centroid motion with V
    dzdV = d['z'] / d['V']
    dNddV = d['Nd'] / d['V']
    denominator = a_ref * T_stack + a_s * zI
    dep_term = (a_ref * T_stack + a_s * w) * dNddV
    response = (1 - a_s * N * dzdV - dep_term) / denominator
    frozen = (1 - dep_term) / denominator
    assert abs(response / (d['N'] / d['V']) - 1) < 1e-3
    assert dzdV < 0 and response > frozen

    cap = sc.epsilon_0 * eps_ref / (cet * 1e-9) * 100  # microF/cm^2
    print(f"--- N = {N * 1e14:.1e} cm^-2")
    print(f"V-V_FB: {mid['V']:.4f} V; N_d: {mid['Nd'] * 1e14:.4e} cm^-2")
    print(f"Centroid z_I: {zI:.4f} nm; depletion width: {w:.3f} nm")
    print(f"Inversion drop: {drop_inv:.4f} V; depletion: {drop_dep:.4f} V")
    print(f"Poisson band bending: {psi_direct:.4f} V")
    print(f"N dz_I/dN: {motion:.4f} nm; dz_I/dV: {dzdV:.4f} nm/V")
    print(f"Static centroid EOT: {ratio * zI:.4f} nm")
    print(f"Moving centroid EOT: {ratio * (zI + motion):.4f} nm")
    print(f"s: {s:.5f}; s times moving EOT: {part_inv:.4f} nm")
    print(f"Depletion EOT term: {part_dep:.4f} nm")
    print(f"Subband shift: {shift:.4f} nm; filling: {filling:.4f} nm")
    print(f"Total thickness from dQ/dV: {cet:.4f} nm")
    print(f"Capacitance: {cap:.4f} microF/cm^2")
    print(f"Channel response, moving/frozen: {response / frozen:.4f}")

assert centroids[0] > centroids[1] > centroids[2]

# one subband without depletion charge: differential/static length is 2/3
N0 = 0.10
lo, mi, hi = [solve_layer(N0 * f, 0.0, 1) for f in (0.96, 1.0, 1.04)]
limit_ratio = ((hi['N'] * hi['z'] - lo['N'] * lo['z'])
               / (hi['N'] - lo['N']) / mi['z'])
assert abs(limit_ratio - 2 / 3) < 3e-3
print(f"No depletion, N = {N0 * 1e14:.1e} cm^-2: z_I = {mi['z']:.4f} nm")
print(f"Differential/static centroid length: {limit_ratio:.4f}")
print("tests ok")
```

Output:

```
Mass: 0.3 m_e; eps_s: 12.0; eps_ref: 3.9
Acceptor density: 1.0e+18 cm^-3
Bulk band edge minus Fermi level: 1.00 eV
Temperature: 300 K; kT: 0.02585 eV
Insulator: 0.50 nm, permittivity 3.9
Insulator: 2.00 nm, permittivity 20.0
EOT of insulating stack: 0.8900 nm
e^2: 1.43996 eV nm; 4 pi e^2/eps_s: 1.50793 eV nm
Density of states per subband: 1.2532 eV^-1 nm^-2
--- N = 2.0e+12 cm^-2
V-V_FB: 1.4585 V; N_d: 3.9149e+12 cm^-2
Centroid z_I: 1.9451 nm; depletion width: 39.149 nm
Inversion drop: 0.0587 V; depletion: 1.1556 V
Poisson band bending: 1.2142 V
N dz_I/dN: -0.1140 nm; dz_I/dV: -0.7044 nm/V
Static centroid EOT: 0.6322 nm
Moving centroid EOT: 0.5951 nm
s: 0.98130; s times moving EOT: 0.5840 nm
Depletion EOT term: 0.2379 nm
Subband shift: 0.4563 nm; filling: 0.3656 nm
Total thickness from dQ/dV: 1.7119 nm
Capacitance: 2.0172 microF/cm^2
Channel response, moving/frozen: 1.0250
--- N = 5.0e+12 cm^-2
V-V_FB: 1.6819 V; N_d: 3.9498e+12 cm^-2
Centroid z_I: 1.8044 nm; depletion width: 39.498 nm
Inversion drop: 0.1360 V; depletion: 1.1762 V
Poisson band bending: 1.3123 V
N dz_I/dN: -0.1957 nm; dz_I/dV: -0.5536 nm/V
Static centroid EOT: 0.5864 nm
Moving centroid EOT: 0.5228 nm
s: 0.99196; s times moving EOT: 0.5186 nm
Depletion EOT term: 0.1033 nm
Subband shift: 0.4065 nm; filling: 0.2153 nm
Total thickness from dQ/dV: 1.5119 nm
Capacitance: 2.2840 microF/cm^2
Channel response, moving/frozen: 1.0450
--- N = 1.0e+13 cm^-2
V-V_FB: 2.0227 V; N_d: 3.9838e+12 cm^-2
Centroid z_I: 1.6487 nm; depletion width: 39.838 nm
Inversion drop: 0.2486 V; depletion: 1.1966 V
Poisson band bending: 1.4452 V
N dz_I/dN: -0.2479 nm; dz_I/dV: -0.3734 nm/V
Static centroid EOT: 0.5358 nm
Moving centroid EOT: 0.4553 nm
s: 0.99385; s times moving EOT: 0.4525 nm
Depletion EOT term: 0.0797 nm
Subband shift: 0.3572 nm; filling: 0.1750 nm
Total thickness from dQ/dV: 1.4222 nm
Capacitance: 2.4281 microF/cm^2
Channel response, moving/frozen: 1.0599
No depletion, N = 1.0e+13 cm^-2: z_I = 2.1286 nm
Differential/static centroid length: 0.6667
tests ok
```
